# Hall factor of two-dimensional carriers with a stepped relaxation time

## Problem

Carriers in a two-dimensional semiconductor occupy an isotropic parabolic band, $E=mv^2/2$, with $E$ measured from the band edge. They are nondegenerate, at $T=300$ K. Their momentum relaxation time is

$$
\tau(E)=\begin{cases}\tau_1, & E<E_0\\ s\tau_1, & E>E_0\end{cases}\qquad E_0=48\ \text{meV},\quad s=\tfrac14 .
$$

A Hall measurement in a weak perpendicular field $B$ gives the coefficient $R_H=F_y/(J_xB)$, where $F_y$ is the transverse electric field that makes $J_y=0$. The Hall factor $r$ is defined by $R_H=r/(nq)$, with $n$ the sheet density and $q$ the carrier charge.

(a) Find $r$.

(b) For $m=0.5\,m_0$, $\tau_1=60$ fs and $n=10^{12}\ \text{cm}^{-2}$, find the drift mobility, the Hall mobility and the density that would be read from $1/(qR_H)$.

## A tempting solution

A carrier with relaxation time $\tau$ has mobility $q\tau/m$, so the conductivity should contain the mean of $\tau$. The Hall current involves one more deflection during the free time, so it should contain the mean of $\tau^2$. This suggests

$$
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},
$$

with averages taken over the carriers present. In two dimensions the density of states is constant, so the fraction of carriers above the threshold is

$$
\int_{x_0}^{\infty}e^{-x}\,dx=e^{-x_0},\qquad x_0=\frac{E_0}{kT}=\frac{48.0}{25.852}=1.8567 ,
$$

which is $0.1562$. Then

$$
\frac{\langle\tau\rangle}{\tau_1}=1-\tfrac34(0.1562)=0.883,\qquad
\frac{\langle\tau^2\rangle}{\tau_1^2}=1-\tfrac{15}{16}(0.1562)=0.854,
$$

and $r=1.095$.

## Where it fails

The ratio $\langle\tau^2\rangle/\langle\tau\rangle^2$ is right, as shown below. The fault is the average. A carrier's response to a force is not $q\tau/m$ when $\tau$ depends on energy.

To see this, take $B=0$ and a field $F$ along $x$. The steady Boltzmann equation balances acceleration against relaxation. To first order in $F$,

$$
\frac{qF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad
f_1=-\frac{qF\tau}{\hbar}\frac{\partial f_0}{\partial k_x},
$$

where $f_0$ is the equilibrium occupation and $f_1$ its change. With the sum taken over states per unit area, the current is

$$
J_x=q\sum_{\mathbf k}v_xf_1
=\frac{q^2F}{\hbar}\sum_{\mathbf k}f_0\,\frac{\partial(\tau v_x)}{\partial k_x}.
$$

The last form follows by integration by parts; the boundary term vanishes because $f_0$ vanishes at large $k$. Each carrier therefore contributes the change of its mean free path $\tau v_x$ when it is accelerated, and acceleration changes $\tau$ as well as $v_x$. Using $\partial v_x/\partial k_x=\hbar/m$ and $\partial E/\partial k_x=\hbar v_x$,

$$
\frac{\partial(\tau v_x)}{\partial k_x}
=\frac{\hbar}{m}\left(\tau+mv_x^2\frac{d\tau}{dE}\right)
\;\to\;
\frac{\hbar}{m}\left(\tau+E\frac{d\tau}{dE}\right).
$$

The arrow is the average over directions, for which $v_x^2\to v^2/2=E/m$. The tempting solution keeps $\tau$ and drops $E\,d\tau/dE$. For constant $\tau$ the dropped term is zero, so a trial with constant $\tau$ does not reveal the fault.

For the step, $d\tau/dx=-(1-s)\tau_1\,\delta(x-x_0)$ with $x=E/kT$. The correct mean is therefore

$$
\int_0^\infty e^{-x}\left(\tau+x\frac{d\tau}{dx}\right)dx
=\tau_1\left[1-(1-s)\left(e^{-x_0}+x_0e^{-x_0}\right)\right].
$$

The plain count $e^{-x_0}=0.156$ must be joined by $x_0e^{-x_0}=0.290$. The missing part is the larger one.

## The right solution

**Boltzmann equation with a magnetic field.** Take $q>0$ and $\mathbf B=B\hat{\mathbf z}$; for negative carriers $R_H$ changes sign and $r$ does not. The force is $q(\mathbf F+\mathbf v\times\mathbf B)$. The magnetic part does not act on $f_0$, because $\nabla_{\mathbf k}f_0$ is parallel to $\mathbf v$. To first order in $\mathbf F$,

$$
q\,\mathbf F\cdot\mathbf v\,f_0'+\frac q\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f_1=-\frac{f_1}{\tau},\qquad f_0'=\frac{df_0}{dE}.
$$

Try $f_1=(-f_0')\,\mathbf v\cdot\mathbf G(E)$. Derivatives of the factors that depend on $E$ alone are parallel to $\mathbf v$ and drop out. The derivative of $\mathbf v=\hbar\mathbf k/m$ leaves $(\hbar/m)\mathbf G$. With $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$, division by $-f_0'$ gives

$$
-q\mathbf F+\frac qm\mathbf B\times\mathbf G=-\frac{\mathbf G}{\tau}
\quad\Rightarrow\quad
\mathbf G=q\tau\mathbf F-\omega_c\tau\,\hat{\mathbf z}\times\mathbf G,
\qquad \omega_c=\frac{qB}{m}.
$$

For $\mathbf F$ along $x$, and since $\hat{\mathbf z}\times\mathbf G=(-G_y,G_x)$, the components obey $G_x=q\tau F+\omega_c\tau G_y$ and $G_y=-\omega_c\tau G_x$. Hence

$$
G_x=\frac{q\tau F}{1+\omega_c^2\tau^2},\qquad
G_y=-\frac{q\,\omega_c\tau^2F}{1+\omega_c^2\tau^2}.
$$

**The weight.** Let $g$ be the constant density of states per unit area. Averaging $\mathbf v(\mathbf v\cdot\mathbf G)$ over directions gives $(v^2/2)\mathbf G=(E/m)\mathbf G$, so

$$
\mathbf J=\frac qm\int_0^\infty gE(-f_0')\,\mathbf G\,dE.
$$

For nondegenerate carriers $f_0=Ce^{-E/kT}$. Then $-f_0'=f_0/kT$ and $n=gCkT$, which turns the integral into

$$
\mathbf J=\frac{nq}{m}\langle\mathbf G\rangle,\qquad
\langle X\rangle=\int_0^\infty x\,e^{-x}X\,dx .
$$

This weight is already normalised. Its factor $x$ comes from the squared velocity: one power of $v$ from the driving term, one from the current.

**Inverting the conductivity.** Define

$$
a=\frac{nq^2}{m}\left\langle\frac{\tau}{1+\omega_c^2\tau^2}\right\rangle,\qquad
b=\frac{nq^2}{m}\left\langle\frac{\omega_c\tau^2}{1+\omega_c^2\tau^2}\right\rangle .
$$

The result for $\mathbf F$ along $x$, with rotational symmetry, gives $J_x=aF_x+bF_y$ and $J_y=-bF_x+aF_y$. Setting $J_y=0$ gives $F_y=(b/a)F_x$ and $J_x=F_x(a^2+b^2)/a$, so

$$
R_H=\frac{F_y}{J_xB}=\frac{b}{B(a^2+b^2)} .
$$

In a weak field, $\omega_c\tau_1\ll1$, we have $a\to nq^2\langle\tau\rangle/m$ and $b\to nq^3B\langle\tau^2\rangle/m^2$, while $b^2$ is negligible beside $a^2$. Therefore

$$
R_H=\frac{1}{nq}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},\qquad
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
$$

Since $\langle\tau^2\rangle-\langle\tau\rangle^2$ is a variance, $r\ge1$ within this model.

**The step.** The transport weight above the threshold is

$$
p=\int_{x_0}^\infty xe^{-x}dx=\left[-xe^{-x}\right]_{x_0}^\infty+\int_{x_0}^\infty e^{-x}dx=(1+x_0)e^{-x_0}.
$$

The weight $1-p$ has time $\tau_1$ and the weight $p$ has time $s\tau_1$, which gives

$$
\frac{\langle\tau\rangle}{\tau_1}=1-(1-s)p,\qquad
\frac{\langle\tau^2\rangle}{\tau_1^2}=1-(1-s^2)p,
$$

$$
r=\frac{1-(1-s^2)p}{[1-(1-s)p]^2}.
$$

The numbers are

$$
p=2.8567\times0.15618=0.4462,
$$

$$
\frac{\langle\tau\rangle}{\tau_1}=1-0.75\,p=0.6654,\qquad
\frac{\langle\tau^2\rangle}{\tau_1^2}=1-0.9375\,p=0.5817,
$$

$$
r=\frac{0.5817}{0.4427}=1.314 .
$$

The answer to (a) is $r\approx1.31$. It does not depend on $\tau_1$, $m$ or $n$, as long as the carriers are nondegenerate and the field is weak. The 3D weight, proportional to $x^{3/2}e^{-x}$, would give 1.44 for the same step.

**The device numbers.** For these parameters $q\tau_1/m=211\ \text{cm}^2/\text{Vs}$. The drift mobility is $211\times0.665=140\ \text{cm}^2/\text{Vs}$. The Hall mobility is $|R_H|$ times the conductivity, hence $r$ times the drift mobility: $1.314\times140.4=184.5\ \text{cm}^2/\text{Vs}$. The apparent density is $n/r=0.76\times10^{12}\ \text{cm}^{-2}$. Taking $r=1$ thus underestimates the density by 24% of its true value and overestimates the drift mobility by 31% of its true value. The two errors cancel in the product, which is fixed by the measured conductivity.

## Why phonons can produce a step

For a coupling that does not depend on the scattering angle or momentum transfer, the golden-rule rate is proportional to the density of final states, which is constant here. Let $A$ be the rate of quasi-elastic acoustic scattering, $D$ the optical coupling strength expressed as a rate, and $N=1/(e^{x_0}-1)$ the number of optical phonons of energy $E_0$. Absorption has rate $DN$ at every energy. Emission has rate $D(N+1)$, but needs $E>E_0$. Scattering into a state adds nothing to the current-carrying part of the distribution: it sums $f_1$ over all initial directions with equal weight, and $f_1$ averages to zero over direction. The total out-rate is then the relaxation rate:

$$
\frac1{\tau_1}=A+DN,\qquad \frac1{s\tau_1}=A+DN+D(N+1).
$$

Dividing the two,

$$
\frac1s=1+\frac{D(N+1)}{A+DN}\le1+\frac{N+1}{N}=1+e^{x_0}=7.4 ,
$$

with equality when $A=0$. A fourfold drop is allowed. It needs $D(N+1)\tau_1=3$. With $N=0.1851$ this gives $D\tau_1=2.531$, $DN\tau_1=0.469$ and $A\tau_1=0.531$.

These rates permit a test in which no relaxation time is put in. The Boltzmann equation was solved numerically with separate acoustic, absorption and emission transitions, including scattering into each state, on energy cells of 1 meV and eight directions. At $\omega_c\tau_1=10^{-3}$ it gives $r=1.3138$, against 1.3140 from the formula, and a mean time of $0.6655\,\tau_1$, against 0.6654.

## Limits and a stronger field

If $p\to0$ or $p\to1$, all the transport weight has one relaxation time and $r\to1$. Between these ends $r$ has a maximum. At fixed $s$, setting $dr/dp=0$ gives

$$
-(1-s^2)[1-(1-s)p]+2(1-s)[1-(1-s^2)p]=0 .
$$

Dividing by $1-s$ and collecting terms leaves $(1-s)-(1-s^2)p=0$, so $p=1/(1+s)$. There $\langle\tau^2\rangle=s\tau_1^2$ and $\langle\tau\rangle=2s\tau_1/(1+s)$, and

$$
r_{\max}=\frac{(1+s)^2}{4s}=1.5625\quad\text{for }s=\tfrac14 .
$$

At 300 K this requires a threshold of 21.3 meV. The single-phonon mechanism cannot reach it with a fourfold drop: $4\le1+e^{x_0}$ demands $x_0\ge\ln3$, or $E_0\ge28.4$ meV.

When $\omega_c\tau\gg1$ on both sides of the step, $b\to nq^2/(m\omega_c)=nq/B$ and $a/b\to0$. Then $R_H\to1/(Bb)=1/(nq)$, and $r\to1$ whatever the scattering. This limit is semiclassical. For the parameters of part (b), $\omega_c\tau_1=1$ needs 47 T and $\omega_cs\tau_1=1$ needs 190 T, where $\hbar\omega_c=1.7\,kT$ and Landau quantisation can no longer be ignored. Within the model the approach is gradual. At $\omega_c\tau_1=1$, in units of $nq^2\tau_1/m$,

$$
a=\frac{1-p}{2}+\frac{p/4}{1+1/16}=0.3819,\qquad
b=\frac{1-p}{2}+\frac{p/16}{1+1/16}=0.3032,
$$

and $r=b/(a^2+b^2)=1.275$. The numerical solution with explicit phonon transitions agrees, at 1.2749. For the device of part (b), $\omega_c\tau_1$ is only 0.021 at 1 T, and $r$ differs from its zero-field value by about $2\times10^{-5}$.

## The model beside a real channel

The threshold and the mass are rough values for electrons in monolayer MoS$_2$, which has optical phonons near 48 meV and a mass near $0.5\,m_0$. The time $\tau_1$ and the ratio $s$ are chosen, not derived from the material's couplings; they imply $D\approx4\times10^{13}\ \text{s}^{-1}$. The result depends strongly on $s$: at the same threshold $r=1.49$ for the largest allowed drop, $s=1/7.4$, and 1.17 or 1.10 for $s=0.4$ or 0.5. The calculated mobility is on the high side: room-temperature values measured in devices are often tens of $\text{cm}^2/\text{Vs}$. Charged impurities and substrate phonons, both absent here, add scattering with other energy dependences. The estimates below change one assumption at a time from $r=1.314$.

Several changes are small:

- **Degeneracy.** With two valleys and two spins, $n$ is 0.093 of the thermal state density $10.8\times10^{12}\ \text{cm}^{-2}$. Fermi statistics with blocked final states give 1.314. At $10^{13}\ \text{cm}^{-2}$ the ratio is near one, and the same calculation gives 1.26, so the nondegenerate formula no longer holds.
- **Band shape.** A nonparabolicity of $0.6\ \text{eV}^{-1}$, with $\tau(E)$ held fixed, gives 1.34.
- **Higher valleys.** A further fourfold drop of $\tau$ above 200 meV gives 1.316, since 0.4% of the transport weight lies there. The change is small only for an offset this large, and the offset is not well known: the same drop at 130, 100 or 70 meV gives 1.34, 1.38 or 1.48. These values leave out the carriers that occupy the higher valleys, which count in $n$ but carry little current; six such valleys of mass $1.2\,m$, with the same $\tau$ at the same total energy, give 1.318 at 200 meV and 1.37, 1.47 or 1.77 at the lower offsets.
- **Temperature.** At 400 K, with $A\propto T$, $N$ recalculated and the couplings fixed, $r=1.32$. More weight lies above the threshold, which alone would raise $r$ to 1.44, but the step weakens to $s=0.31$ and removes most of the rise.

Two further assumptions can matter more. The first is the sharp threshold. A state of lifetime $\tau$ has an energy half-width of about $\hbar/2\tau$: 5.5 meV for 60 fs and 22 meV for 15 fs. Replacing the jump in the rate by a Lorentzian-broadened one of these half-widths gives $r=1.23$ and $1.10$. These numbers depend strongly on the line shape. The Lorentzian tails raise the rate even at the band edge, by 11% and 41%; Gaussians of the same half-widths give 1.31 and 1.23. This is an estimate of sensitivity, not a theory of broadened states, and only the emission edge is broadened (the same Lorentzians applied also to the acoustic and absorption edges give 1.25 and 1.14); a width of 22 meV, close to $kT$, strains the Boltzmann picture itself.

The second is isotropic optical scattering. Polar coupling favours small momentum transfer $\hbar Q$. To size this, the squared optical coupling was multiplied by a factor proportional to $(1+\ell Q)^{-2}$ with $\ell=4$ nm, scaled to keep the emission rate at $E=2E_0$ unchanged, and the Boltzmann equation was solved with scattering into each state included. The result is $r=1.18$, with the mobility raised from 0.665 to 0.854 of $q\tau_1/m$. The scaling energy is a choice: fixing the emission rate anywhere from $1.05E_0$ to $3E_0$ moves the mobility from 0.93 to 0.80 and $r$ from 1.16 to 1.19, and $\ell$ from 2 to 8 nm moves $r$ from 1.20 to 1.16.

The value 1.31 therefore belongs to the sharp isotropic step. Using it to correct a measured density requires that the threshold width be small beside both $E_0$ and $kT$, that the scattering be nearly isotropic, and that no other mechanism weaken the step or add its own energy dependence. For the channel considered here none of these conditions is secure. The phonon-limited estimates with $s=\tfrac14$, one optical phonon and a 200 meV valley offset spread from about 1.1 to 1.34. This is not a range for phonon scattering in general: a lower offset raises the upper end, another $s$ shifts the values, and a second threshold adds a step (replacing half of $A$ by absorption of a 29 meV phonon, with its emission above 29 meV, gives 1.40). Nor do these estimates bound $r$ in a device limited by other scattering: an added energy-independent rate that lowers the mobility to $40\ \text{cm}^2/\text{Vs}$ gives $r=1.06$. The numerical output below lists the main values used.

## Numbers as computed

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Threshold E0: 48.0 meV
Time ratio s: 0.25
Reduced threshold x0: 1.8567
exp(-x0): 0.15618
Transport weight above threshold p: 0.44617
<tau>/tau1: 0.66537
<tau^2>/tau1^2: 0.58171
Hall factor r, formula: 1.3140
Hall factor r, master equation: 1.3138
<tau>/tau1, master equation: 0.6655
r at omega_c tau1 = 1, formula: 1.2751
r at omega_c tau1 = 1, master equation: 1.2749
Largest r for this s: 1.5625
Threshold giving largest r: 21.31 meV
r with wrong plain carrier weight: 1.0951
r with 3D weight: 1.4390
Bose number N: 0.1851
Acoustic rate A*tau1: 0.5314
Optical strength D*tau1: 2.5314
Absorption rate D*N*tau1: 0.4686
Emission rate D*(N+1)*tau1: 3.0000
Largest drop phonons allow: 7.403
Effective mass: 0.50 m0
tau1: 60.0 fs
tau above threshold: 15.0 fs
Drift mobility: 140.4 cm2/Vs
Hall mobility: 184.5 cm2/Vs
True density: 1.000 1e12 cm^-2
Apparent Hall density: 0.761 1e12 cm^-2
Thermal state density: 10.80 1e12 cm^-2
Fugacity: 0.0970
r with degeneracy and blocking: 1.3144
Magnetic field: 1.0 T
omega_c tau1 at this field: 0.02111
r at this field: 1.31394
r at zero field, same digits: 1.31396
Nonparabolicity: 0.60 1/eV
r with nonparabolic band factors: 1.3415
Upper-valley energy: 200 meV
Transport weight above upper valley: 0.00381
r with further drop at upper valley: 1.3163
Half-width hbar/(2 tau1): 5.49 meV
r with this broadening: 1.2271
Half-width hbar/(2 s tau1): 21.94 meV
r with this broadening (larger): 1.0985
Polar screening length: 4.0 nm
r with forward-peaked polar coupling: 1.176
<tau>/tau1 with polar coupling: 0.854
Hot operating temperature: 400 K
Time ratio when hot: 0.3145
r when hot: 1.3227
```
